# The -1/r Exchange-Correlation Tail and the Rydberg Series Lost in LDA, part 2

How does the exact Kohn-Sham potential far from a system differ from that of the local density approximation (LDA), and what does this do to the bound levels? The algebra is in atomic units (bohr, hartree); numerical results are in eV and Å unless stated otherwise. The clamped nuclei have total charge $Z$, and there are $N$ electrons with density $n$. The Kohn-Sham potential is

$$v_s=v_{\rm ext}+v_H+v_{xc},\qquad v_H(\mathbf r)=\int\frac{n(\mathbf r')}{|\mathbf r-\mathbf r'|}\,d^3r',$$

with $v_s\to0$ at infinity. Attraction is negative. The ionization energy is $I$, and $\varepsilon_H$ is the energy of the highest occupied orbital $\varphi_H$. For a neutral system, off the nodal surfaces of $\varphi_H$, the exact results are

$$v_{xc}\to-\frac1r,\qquad v_s\to-\frac1r,\qquad \varepsilon_H=-I .$$

For general charge, $v_s\to-(Z-N+1)/r$. The system is spherical and neutral unless stated otherwise. Radial functions are $u(r)=r\varphi(r)$, with $u(0)=0$.

The example is a two-electron singlet atom with

$$v_{\rm ext}(r)=-\frac{2\,{\rm erf}(r/a)}{r},\qquad a=0.50\ \text{Å},$$

and $I=12.190$ eV. "Exact" numbers refer to this model computed with s, p and d partial waves. Its exact $v_s$ is found by inverting the computed density, with $\varphi_H=\sqrt{n/2}$ and $\varepsilon_H=-I$:

$$v_s=\varepsilon_H+\frac{\nabla^2\varphi_H}{2\varphi_H}.$$

The closing list of values also checks earlier results: $\kappa=\sqrt{2I}$; the predicted power $1/\kappa$ of $r$ multiplying $e^{-\kappa r}$ in the exact $u$ of the highest occupied orbital; the p-wave share of the density, whose limiting power is $r^{-4}$; and $r\,v_{xc}$ for one electron bound to a smeared unit charge.

### LDA at low density

The LDA exchange energy is $E_x=-\tfrac34(3/\pi)^{1/3}\int n^{4/3}d^3r$. Its functional derivative is

$$v_x=-\tfrac34\Big(\frac3\pi\Big)^{1/3}\cdot\tfrac43\,n^{1/3}=-\Big(\frac{3n}\pi\Big)^{1/3}.$$

For correlation the example uses the Perdew-Wang form. With $r_s=(3/4\pi n)^{1/3}$ and positive constants $A,\alpha_1,\beta_1,\dots,\beta_4$, the correlation energy per electron is

$$\epsilon_c=-2A(1+\alpha_1r_s)\ln\Big[1+\frac1{2A(\beta_1r_s^{1/2}+\beta_2r_s+\beta_3r_s^{3/2}+\beta_4r_s^2)}\Big].$$

At low density $r_s$ is large. The logarithm becomes $1/(2A\beta_4r_s^2)$ and the prefactor becomes $-2A\alpha_1r_s$, so $\epsilon_c\to-\alpha_1/(\beta_4r_s)\propto-n^{1/3}$. The potential is

$$v_c=\frac{d(n\epsilon_c)}{dn}\to\frac43\,\epsilon_c .$$

Exchange and correlation therefore decay together,

$$v_{xc}^{\rm LDA}\to-C\,n^{1/3},\qquad C>0 .$$

In the limit of low density, correlation changes the prefactor and leaves the decay rate as it is. The limit is approached slowly, because the neglected $\beta_3$ term is smaller than the $\beta_4$ term only by a factor of order $r_s^{-1/2}\propto n^{1/6}$.

### The self-consistent LDA tail

Suppose the LDA solution binds its electrons, with $\varepsilon_H^{\rm LDA}<0$, and define $\kappa_L=\sqrt{-2\varepsilon_H^{\rm LDA}}$. The radial equation of an occupied orbital with angular momentum $l$ is

$$u''=\Big[2(v_s-\varepsilon)+\frac{l(l+1)}{r^2}\Big]u .$$

Choose any positive $\kappa'<\kappa_L$. Since $v_s\to0$, the bracket exceeds $\kappa'^2$ beyond some radius $r_0$. Take $u>0$ there and compare it with $Be^{-\kappa'r}$, where $B$ makes the two equal at $r_0$. Their difference $d=u-Be^{-\kappa'r}$ vanishes at $r_0$ and at infinity and obeys $d''\ge\kappa'^2d$. At a positive maximum $d''$ would have to be zero or negative, which contradicts this inequality. Hence $u\le Be^{-\kappa'r}$, and the density decays exponentially.

The electrostatic part then also decays exponentially. With $\rho=4\pi r^2n$,

$$v_H(r)=\frac1r\int_0^r\rho\,ds+\int_r^\infty\frac{\rho}{s}\,ds
=\frac Nr-\int_r^\infty\rho(s)\Big(\frac1r-\frac1s\Big)ds .$$

The term $N/r$ cancels the nuclear attraction because the system is neutral. In the model the nuclear charge is a Gaussian cloud, which adds only a term that vanishes like a Gaussian. What remains is bounded by the charge outside $r$, divided by $r$.

Thus $v_s^{\rm LDA}$ is exponentially small. With no Coulomb tail, the leading solution of the radial equation is $u\sim e^{-\kappa_Lr}$ without a power of $r$ in front. The density is proportional to $u^2/r^2$, and

$$n\sim r^{-2}e^{-2\kappa_Lr},\qquad
v_{xc}^{\rm LDA}\sim-C'\,r^{-2/3}e^{-2\kappa_Lr/3},\qquad C'>0 .$$

The electrostatic remainder falls as $e^{-2\kappa_Lr}$, so $v_{xc}^{\rm LDA}$ dominates the tail of the LDA Kohn-Sham potential.

In the example $\varepsilon_H^{\rm LDA}=-7.496$ eV and $\kappa_L=1.4027$ Å$^{-1}$. The predicted exponential rate is

$$\tfrac23\times1.4027=0.935\ \text{Å}^{-1}.$$

The computed potential between 9 and 12 Å, with the factor $r^{-2/3}$ divided out, gives 0.931 Å$^{-1}$. The difference is 0.5 percent of the prediction.

| $r$ (Å) | exact $v_s$ (eV) | LDA $v_s$ (eV) |
|---|---|---|
| 3 | $-4.811$ | $-1.125$ |
| 4 | $-3.603$ | $-0.412$ |
| 5.5 | $-2.620$ | $-0.091$ |
| 7 | $-2.058$ | $-0.020$ |

In physical terms, a distant electron in LDA is repelled by the charge of all $N$ electrons, including its own, and this cancels the attraction of the nuclei. The exponentially small $v_{xc}^{\rm LDA}$ cannot remove the self-repulsion.

For a positive ion, with $Z>N$, the LDA potential keeps the electrostatic tail $-(Z-N)/r$. The exact tail is $-(Z-N+1)/r$. LDA then does have a Coulomb series, but its charge is too small by one.

### A -1/r tail binds infinitely many levels

Let $v_s\to-1/r$. Beyond some radius, $v_s\le-1/(2r)$. For a large length $L$ define a normalized trial function that is non-zero only for $L<r<2L$:

$$u_L(r)=\sqrt{\frac2L}\,\sin\frac{\pi(r-L)}L .$$

Its radial kinetic energy is $\tfrac12\int u_L'^2dr=\pi^2/(2L^2)$. The centrifugal energy is at most $l(l+1)/(2L^2)$, since $r\ge L$. The potential energy is at most $-1/(4L)$, since $r\le2L$. Hence

$$\langle H\rangle\le\frac{\pi^2+l(l+1)}{2L^2}-\frac1{4L},$$

which is negative once $L>2[\pi^2+l(l+1)]$.

Take the lengths $L,2L,4L,\dots$. The trial functions do not overlap, and both the kinetic operator and the potential act locally, so all matrix elements between different functions vanish. In the space of the first $M$ functions every energy expectation value is negative. The variational principle then gives at least $M$ levels below zero. Since $M$ is arbitrary, each $l$ has infinitely many bound levels.

### The levels form a Rydberg series

For s levels near threshold write $\varepsilon=-1/(2\nu^2)$ with large $\nu$. Beyond a fixed radius $r_c$ the potential is taken as $-1/r$, and the local momentum is $\sqrt{2/r-1/\nu^2}$. It vanishes at the turning point $r=2\nu^2$. The semiclassical phase follows from $r=2\nu^2\sin^2\theta$. Then

$$\sqrt{\frac2r-\frac1{\nu^2}}=\frac{\cot\theta}\nu,\qquad dr=4\nu^2\sin\theta\cos\theta\,d\theta,$$

and over the full range

$$\int_0^{2\nu^2}\sqrt{\frac2r-\frac1{\nu^2}}\,dr=4\nu\int_0^{\pi/2}\cos^2\theta\,d\theta=\pi\nu .$$

The part below $r_c$ must be removed. For large $\nu$ it is $\int_0^{r_c}\sqrt{2/r}\,dr=\sqrt{8r_c}$, independent of energy at leading order. The true wave arrives at $r_c$ with a phase fixed by the inner potential. This phase also tends to a constant, because the energy is negligible there compared with the potential.

The wave must decay beyond the turning point, so the total phase may differ between successive levels only by $\pi$. At leading order for large $n$,

$$\nu=n-\delta,\qquad \varepsilon_n=-\frac1{2(n-\delta)^2}.$$

The constant $\delta$ is the quantum defect. The inner potential shifts the series through $\delta$, and the $-1/r$ tail determines its form.

To compute these levels, the inverted potential is used inside 7 Å. Outside, correlation is neglected and $v_{xc}$ is replaced by the exact exchange potential. In a two-electron singlet each spin density is $n/2$, and exchange cancels each electron's self-repulsion:

$$E_x=-\frac12\sum_\sigma\iint\frac{n_\sigma n'_\sigma}{|\mathbf r-\mathbf r'|}
=-\frac14\iint\frac{nn'}{|\mathbf r-\mathbf r'|}
\quad\Rightarrow\quad v_x=-\tfrac12v_H .$$

The correlation potential neglected at the joining radius is about $-0.001$ eV.

| $n$ | $\varepsilon_n$ (eV) | $\delta$ |
|---|---|---|
| 2 | $-3.138$ | $-0.082$ |
| 3 | $-1.429$ | $-0.085$ |
| 4 | $-0.815$ | $-0.086$ |
| 6 | $-0.367$ | $-0.087$ |
| 8 | $-0.208$ | $-0.087$ |

The defect settles to a constant. It is negative, so these levels lie slightly above the hydrogen values with the same $n$.

### Counting levels in a sphere

Place a hard wall at radius $R$. As $R$ grows, every level moves down. A level crosses zero when the zero-energy solution with $u(0)=0$ has a node at $R$. The number of negative levels therefore equals the number of nodes passed.

At zero energy the local momentum in the tail is $\sqrt{2/r}$. Between two large radii the phase grows by $\sqrt{8R_2}-\sqrt{8R_1}$, with one node for each $\pi$. At leading semiclassical order,

$$N(R_2)-N(R_1)\simeq\frac{\sqrt{8R_2}-\sqrt{8R_1}}\pi .$$

From 50 to 200 Å, which is 94.5 to 377.9 bohr, this gives $(54.99-27.49)/\pi=8.75$. The computed number of exact s levels rises from 8 to 17, an increase of 9. The series has no last member; a larger sphere admits further levels.

### The LDA potential binds finitely many levels

Let $W(r)=\max(-v_s,0)$ be the attractive part of the potential. Suppose there are $M$ bound levels of angular momentum $l$. For non-zero functions $u$ in the space they span, the energy is negative. With the kinetic form

$$t(u,v)=\frac12\int_0^\infty\Big[u'v'+\frac{l(l+1)}{r^2}uv\Big]dr,$$

this means $t(u,u)<-\int v_su^2dr\le\int Wu^2dr$. Choose a basis $u_1,\dots,u_M$ of the space with $t(u_j,u_k)=\delta_{jk}$. Adding the inequalities for the basis functions gives

$$M<\int_0^\infty W(r)\sum_{k=1}^Mu_k(r)^2\,dr .$$

The sum can be bounded at each point. For fixed $r$, let $g_r(x)$ solve

$$-\frac12g_r''+\frac{l(l+1)}{2x^2}g_r=\delta(x-r).$$

The solution regular at both ends is $cx^{l+1}r^{-l}$ for $x<r$ and $cr^{l+1}x^{-l}$ for $x>r$. Its slope at $x=r$ changes from $c(l+1)$ to $-cl$. The delta function requires a change of $-2$, so $c=2/(2l+1)$.

Integration by parts gives $t(u,g_r)=u(r)$ for each bound function $u$. Since the $u_k$ are orthonormal in the form $t$, Bessel's inequality yields

$$\sum_ku_k(r)^2=\sum_kt(u_k,g_r)^2\le t(g_r,g_r)=g_r(r)=\frac{2r}{2l+1}.$$

Insert this in the bound on $M$:

$$M<\frac2{2l+1}\int_0^\infty r\,W(r)\,dr .$$

This is the Bargmann bound. For the LDA potential the integral is finite. Near a point nucleus $rW$ stays finite, and far away $W$ decays exponentially. For large $l$ the bound falls below one, so the total number of bound levels is finite too. With a $-1/r$ tail the integrand tends to one and the integral diverges, so the bound sets no limit.

In the example the bound is 7.35 for s levels and 2.45 for p levels. The computed LDA spectrum has two s levels and no p level in each of the spheres of radius 50, 100 and 200 Å. One s level is occupied. The other is an empty level bound by only 0.008 eV, so LDA does not lose every excited level here, though by a narrow margin; a potential about 4 percent deeper would also bind a p level. It loses the infinite sequence that accumulates at zero.

### Consequences for excitation energies

The exact Kohn-Sham transitions from the highest occupied level to the higher s levels have energies $\varepsilon_n-\varepsilon_H=I-1/[2(n-\delta)^2]$ and converge to $I$. In the model the first of them is 9.05 eV. The first true singlet excitation of S symmetry is 9.29 eV. The two need not agree, since a Kohn-Sham gap is not in general a true excitation energy.

In LDA the Kohn-Sham continuum begins at $-\varepsilon_H^{\rm LDA}=7.50$ eV, which is $12.19-7.50=4.69$ eV below the ionization energy. The true excitation at 9.29 eV is discrete, yet its energy lies in the LDA continuum. These statements concern orbital energies. They do not give the error of an ionization energy computed as a difference of two LDA total energies.

### Systems that are not spherical

The LDA potential $v_{xc}$ still decays exponentially in a neutral molecule, but $v_{\rm ext}+v_H$ keeps its multipoles. The slowest possible term is that of a dipole, of order $r^{-2}$. Combined with the angular kinetic energy it gives a radial tail $\lambda/(2r^2)$, where $\lambda$ is an eigenvalue of the angular problem. If $\lambda=-\tfrac14-s^2$ with real $s>0$, the zero-energy equation $u''=\lambda u/r^2$ has solutions

$$u=\sqrt r\,\cos(s\ln r+\phi),$$

because $r^{1/2+is}$ has second derivative $(\tfrac12+is)(-\tfrac12+is)\,r^{-2}$ times itself. The nodes lie at radii in geometric progression, so the number of levels grows as $\ln R$. A sufficiently strong dipole can thus bind infinitely many levels in LDA, but they do not form a Rydberg series, for which the number grows as $\sqrt R$.

The numerical check contains the computed values used here.

## Values computed for the example and the checks

```
smearing length a = 0.50 angstrom, charge +2 e, 2 electrons
one-electron model: r*v_xc at 7 angstrom = -1.000000 (atomic units)
ion ground-state energy = -26.627 eV
two-electron ground-state energy = -38.817 eV
ionization energy I = 12.190 eV = 0.44799 hartree
first true singlet S excitation = 9.287 eV
exact kappa = 1.7887 1/angstrom
power of r in u, 4 to 7 angstrom = 1.0604 (dimensionless)
predicted power 1/kappa (atomic units) = 1.0565
p-channel density share at 5.5 angstrom = 7.045e-04
p-channel density share at 9 angstrom = 6.831e-05
local power of r in that share = -4.738 (limit -4)
r (angstrom) | v_xc exact | -1/r | v_xc LDA | v_s exact | v_s LDA (eV)
 3.0 | -4.8085 | -4.7999 | -1.122e+00 | -4.8105 | -1.125e+00
 4.0 | -3.6028 | -3.5999 | -4.119e-01 | -3.6029 | -4.120e-01
 5.5 | -2.6198 | -2.6181 | -9.092e-02 | -2.6198 | -9.092e-02
 7.0 | -2.0581 | -2.0571 | -2.002e-02 | -2.0581 | -2.002e-02
exact r*v_xc at 4 angstrom = -1.00081 (atomic units)
exact r*v_xc at 5.5 angstrom = -1.00065 (atomic units)
exact r*v_xc at 7 angstrom = -1.00048 (atomic units)
exact correlation potential at 7 angstrom = -9.93e-04 eV
LDA highest occupied level = -7.496 eV = -0.27547 hartree
LDA kappa = 1.4027 1/angstrom
LDA v_xc decay rate, 9 to 12 angstrom = 0.9308 1/angstrom
predicted rate 2*kappa_LDA/3 = 0.9351 1/angstrom
exact KS s levels: n | energy (eV) | quantum defect
2 | -3.13818 | -0.0822
3 | -1.42946 | -0.0851
4 | -0.81490 | -0.0861
5 | -0.52587 | -0.0865
6 | -0.36724 | -0.0868
7 | -0.27090 | -0.0869
8 | -0.20804 | -0.0870
exact KS gap from n=1 to n=2 = 9.052 eV
bound levels in a sphere: R (angstrom) | exact s | LDA s | LDA p
50 | 8 | 2 | 0
100 | 12 | 2 | 0
200 | 17 | 2 | 0
predicted growth of exact s count, 50 to 200 angstrom = 8.75
Bargmann bound on LDA s levels = 7.353
Bargmann bound on LDA p levels = 2.451
```
